\section*{The acoustic plasmon of a gated two-dimensional electron gas}

\section{Problem}

Electrons move in the plane $z=0$ with areal density $n$ and both spin states equally filled. A uniform positive background makes the layer neutral. A grounded metal gate fills the region $z\le -d$, and the rest of space is vacuum. The gate is ideal: its surface stays at zero potential at every instant. Retardation is neglected. Hartree atomic units are used, so the electron mass, the elementary charge and $\hbar$ equal one, lengths are in bohr, and the Coulomb energy of two electrons in free space is $1/r$.

\begin{enumerate}
\item Show that the interaction between electrons in the plane has the Fourier transform
\begin{equation}
v(q)=\frac{2\pi}{q}\left(1-e^{-2qd}\right). \label{v}
\end{equation}
\item Show that at long wavelength the plasmon is acoustic, $\omega=sq$, in the random-phase approximation (RPA).
\item Find the velocity $s$, and evaluate it for $n=0.05$ bohr$^{-2}$ and $d=10$ bohr.
\end{enumerate}

In the $GW$ approximation the self-energy is built from the Green function $G$ and the screened interaction $W$. With RPA screening,
\begin{equation}
W(q,\omega)=\frac{v(q)}{1-v(q)\chi_0(q,\omega)},
\end{equation}
where $\chi_0$ is the density response of independent electrons. The plasmon is the pole of $W$, so its condition is $1=v\chi_0$. This is also the condition for a self-sustained oscillation: a density wave $\delta n$ produces the potential energy $U=v\,\delta n$, and the electrons answer with $\delta n=\chi_0U$.

\section{A tempting solution}

Take part 1 as given for the moment. To find $\chi_0$, apply a weak potential energy $U e^{i(\mathbf q\cdot\mathbf r-\omega t)}$ to free electrons with energies $\varepsilon_k=k^2/2$ and occupations $f_k$. The equation of motion $i\dot\rho=[H,\rho]$ for the density matrix, taken to first order in $U$ between the plane waves $\mathbf k+\mathbf q$ and $\mathbf k$, reads
\begin{equation}
\omega\,\rho_{\mathbf k+\mathbf q,\mathbf k}
=(\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k})\,\rho_{\mathbf k+\mathbf q,\mathbf k}
+U\,(f_{\mathbf k}-f_{\mathbf k+\mathbf q}).
\end{equation}
Solving for $\rho_{\mathbf k+\mathbf q,\mathbf k}$, summing over $\mathbf k$ and the two spins, and dividing by $U$ gives
\begin{equation}
\chi_0(q,\omega)=2\int\!\frac{d^2k}{(2\pi)^2}\,
\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\omega+\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}}. \label{chi}
\end{equation}
In the term with $f_{\mathbf k+\mathbf q}$, substitute $\mathbf k\to-\mathbf k-\mathbf q$. The occupation becomes $f_{\mathbf k}$ and the two energies change places. With $\Delta=\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}=\mathbf k\cdot\mathbf q+q^2/2$,
\begin{equation}
\chi_0=2\int\!\frac{d^2k}{(2\pi)^2}f_{\mathbf k}
\left[\frac1{\omega-\Delta}-\frac1{\omega+\Delta}\right]
=2\int\!\frac{d^2k}{(2\pi)^2}f_{\mathbf k}\,\frac{2\Delta}{\omega^2-\Delta^2}. \label{chidisk}
\end{equation}

Now comes the tempting step. Since $q\to0$, the energy $\Delta$ tends to zero, so $\Delta^2$ is dropped beside $\omega^2$. The part $\mathbf k\cdot\mathbf q$ of the numerator averages to zero over the Fermi disk, and the part $q^2/2$ remains. Because $2\int d^2k\,f_{\mathbf k}/(2\pi)^2=n$,
\begin{equation}
\chi_0\approx\frac{nq^2}{\omega^2},\qquad
\omega^2\approx nq^2v(q). \label{cold}
\end{equation}
For $qd\ll1$, equation (\ref{v}) gives $v\to4\pi d$, and the answer appears to be
\begin{equation}
s_{\rm cold}=\sqrt{4\pi nd}. \label{scold}
\end{equation}

The subscript records what has been assumed. Equation (\ref{cold}) also follows for a fluid of electrons at rest: continuity, $\partial_t\delta n=-n\nabla\cdot\mathbf u$, and Newton's law, $\partial_t\mathbf u=-\nabla U$, combine to $\partial_t^2\delta n=n\nabla^2U$. For a plane wave with $U=v\,\delta n$ this is $\omega^2=nq^2v$.

\section{Where it fails}

The Fermi wave number $k_F$ follows from $n=2\pi k_F^2/(2\pi)^2$, which gives $k_F=\sqrt{2\pi n}$. With unit mass this is also the Fermi velocity $v_F$. At $n=0.05$ bohr$^{-2}$ it is $0.560$ a.u. Put a gate at $d=0.05$ bohr, an extreme value chosen to expose the fault. Equation (\ref{scold}) then gives $0.177$ a.u., a wave slower than the fastest electrons. For such a wave $\omega^2-\Delta^2$ vanishes for some occupied states, and dropping $\Delta^2$ cannot be right.

To locate the error, keep the next term of the expansion,
\begin{equation}
\frac{2\Delta}{\omega^2-\Delta^2}=\frac{2\Delta}{\omega^2}+\frac{2\Delta^3}{\omega^4}+\dots
\end{equation}
In the disk average of $\Delta^3$, odd powers of $\mathbf k\cdot\mathbf q$ vanish. The leading survivor is $3(\mathbf k\cdot\mathbf q)^2\,q^2/2$. The angular average of $(\mathbf k\cdot\mathbf q)^2$ is $k^2q^2/2$, and the average of $k^2$ over the disk is $k_F^2/2$, so
\begin{equation}
\langle\Delta^3\rangle\approx\frac{3q^2}{2}\cdot\frac{q^2}{2}\cdot\frac{k_F^2}{2}=\frac{3}{8}q^4v_F^2 ,
\qquad
\chi_0\approx\frac{nq^2}{\omega^2}\left[1+\frac34\,\frac{q^2v_F^2}{\omega^2}+\dots\right]. \label{next}
\end{equation}
The neglected quantity is small if $(qv_F/\omega)^2$ is small. It is not enough that $q$ is small. Insert the two cold dispersion laws, using $v_F^2=2\pi n$:
\begin{equation}
\text{no gate: }\ \frac{q^2v_F^2}{2\pi nq}=q,
\qquad
\text{gate, }qd\ll1:\ \frac{q^2v_F^2}{4\pi ndq^2}=\frac1{2d}. \label{ratio}
\end{equation}
Without a gate the correction disappears as $q\to0$, because the phase velocity $\omega/q$ grows without limit in this non-retarded model (with retardation it is bounded by the speed of light, still far above $v_F$). With a gate $\omega/q$ stays finite, and the correction is the same at every small $q$. An acoustic wave does not outrun the electrons by ever larger factors as its wavelength grows. The cold velocity therefore needs the separate condition $s\gg v_F$, which by (\ref{ratio}) means $d\gg1$ bohr.

\section{The right solution}

\subsection{The interaction}

Place in the plane a charge density $e^{i\mathbf q\cdot\mathbf r}$ of unit amplitude. Its potential has the form $\phi(z)e^{i\mathbf q\cdot\mathbf r}$, and Poisson's equation becomes
\begin{equation}
\phi''-q^2\phi=-4\pi\delta(z),\qquad \phi(-d)=0,\qquad \phi(z\to\infty)=0 .
\end{equation}
Away from $z=0$ the solutions that obey the two boundary conditions are
\begin{equation}
\phi=A\sinh[q(z+d)]\quad(-d<z<0),\qquad \phi=Be^{-qz}\quad(z>0).
\end{equation}
The potential is continuous at $z=0$, so $B=A\sinh qd$. Integrating Poisson's equation across the plane gives the jump of the slope, $\phi'(0^+)-\phi'(0^-)=-4\pi$, or
\begin{equation}
-qA\sinh qd-qA\cosh qd=-qAe^{qd}=-4\pi
\quad\Rightarrow\quad A=\frac{4\pi}{q}e^{-qd}.
\end{equation}
The potential in the plane is then
\begin{equation}
\phi(0)=B=\frac{4\pi}{q}e^{-qd}\,\frac{e^{qd}-e^{-qd}}{2}
=\frac{2\pi}{q}\left(1-e^{-2qd}\right).
\end{equation}
The interaction energy of two electrons contains the product of two negative charges, so it has the same sign as the potential of a positive unit charge. This proves (\ref{v}).

For $z>0$ the solution can be written
\begin{equation}
\phi(z)=\frac{2\pi}{q}\left[e^{-qz}-e^{-q(z+2d)}\right].
\end{equation}
The first term is what remains when the gate is removed to infinity. The second has the same form with opposite sign and its source at $z=-2d$: it is the image charge. In real space the interaction in the plane is therefore
\begin{equation}
v(r)=\frac1r-\frac1{\sqrt{r^2+4d^2}}\approx\frac{2d^2}{r^3}\qquad(r\gg d),
\end{equation}
where the last form uses $(1+4d^2/r^2)^{-1/2}\approx1-2d^2/r^2$.

Two limits matter. For $qd\gg1$ the exponential is negligible and $v=2\pi/q$, as without a gate. For $qd\ll1$, the expansion $1-e^{-2qd}=2qd-2q^2d^2+\dots$ gives
\begin{equation}
v(q)=4\pi d\,(1-qd+\dots). \label{vsmall}
\end{equation}
The divergence at $q=0$ has gone. The constant $4\pi d$ is the inverse capacitance per area of a parallel-plate capacitor: a slow density variation is charged locally against the gate, and its energy depends on the local density alone. A restoring force of this kind produces a sound-like wave.

\subsection{The response at finite phase velocity}

Let $q\ll k_F$, but keep the ratio $x=\omega/(qv_F)$ fixed and larger than one. At zero temperature $f_{\mathbf k}$ is a step that falls from one to zero at $k_F$, so
\begin{equation}
f_{\mathbf k}-f_{\mathbf k+\mathbf q}\approx-\mathbf q\cdot\nabla_{\mathbf k}f_{\mathbf k}
=q\cos\theta\,\delta(k-k_F),
\end{equation}
with $\theta$ the angle between $\mathbf k$ and $\mathbf q$. In the denominator of (\ref{chi}), $\omega-\Delta\approx\omega-qk\cos\theta$; the dropped $q^2/2$ is small if $q\ll k_F(x-1)$. The radial integral sets $k=k_F$:
\begin{equation}
\chi_0=\frac{2k_F}{(2\pi)^2}\int_0^{2\pi}\!d\theta\,\frac{q\cos\theta}{\omega-qk_F\cos\theta}
=\frac1\pi\left\langle\frac{\cos\theta}{x-\cos\theta}\right\rangle
=\frac1\pi\left[x\left\langle\frac1{x-\cos\theta}\right\rangle-1\right]. \label{avg}
\end{equation}
Brackets denote the average over $\theta$, and the last step writes $\cos\theta=x-(x-\cos\theta)$.

For the remaining average, set $x=(p+1/p)/2$ with $0<p<1$. Then $x-\cos\theta=(1-2p\cos\theta+p^2)/(2p)$. The geometric series gives
\begin{equation}
\frac{1-p^2}{1-2p\cos\theta+p^2}
=\mathrm{Re}\,\frac{1+pe^{i\theta}}{1-pe^{i\theta}}
=1+2\sum_{m=1}^{\infty}p^m\cos m\theta ,
\end{equation}
whose average is one. Hence
\begin{equation}
\left\langle\frac1{x-\cos\theta}\right\rangle=\frac{2p}{1-p^2}=\frac1{\sqrt{x^2-1}},
\end{equation}
because $\sqrt{x^2-1}=(1/p-p)/2$. The response is
\begin{equation}
\chi_0=\frac1\pi\left[\frac{x}{\sqrt{x^2-1}}-1\right]. \label{circle}
\end{equation}

\subsection{The velocity}

Define $g=v(q)/\pi$. The plasmon condition $1=v\chi_0$ becomes
\begin{equation}
\frac{x}{\sqrt{x^2-1}}=1+\frac1g=\frac{1+g}{g}.
\end{equation}
Both sides are positive, so squaring adds no false root with $x>1$:
\begin{equation}
x^2g^2=(1+g)^2(x^2-1)
\ \Rightarrow\ x^2\left[(1+g)^2-g^2\right]=(1+g)^2
\ \Rightarrow\ x=\frac{1+g}{\sqrt{1+2g}}. \label{x}
\end{equation}
As $q\to0$, equation (\ref{vsmall}) gives $g\to4d$, a constant. Then $x$ is constant too, which proves that the mode is acoustic, with velocity
\begin{equation}
\boxed{\,s=v_F\,\frac{1+4d}{\sqrt{1+8d}}\,,\qquad v_F=\sqrt{2\pi n}\,} \label{s}
\end{equation}
where $d$ is the distance in bohr.

To compare with the cold result, note that $(1+2g)(g/2+3/4)=g^2+2g+3/4$, which is $(1+g)^2-1/4$. Dividing by $1+2g$ gives
\begin{equation}
x^2=\frac g2+\frac34+\frac1{4(1+2g)} .
\end{equation}
Multiply by $v_F^2$ and use $v_F^2g/2=2\pi n\cdot2d$:
\begin{equation}
s^2=4\pi nd+\frac34v_F^2+\frac{v_F^2}{4(1+8d)} . \label{split}
\end{equation}
The first term is the cold fluid; the others come from the Fermi motion. For a distant gate the correction to $s^2$, relative to $4\pi nd$, is $\tfrac34\cdot2\pi n/(4\pi nd)=3/(8d)$. The answer $\sqrt{4\pi nd}$ is thus the limit of (\ref{s}) for $d\gg1$ bohr.

In the opposite limit, (\ref{x}) gives $x^2=1+g^2/(1+2g)$. This exceeds one for every $g>0$, so $s$ approaches $v_F$ from above as $d\to0$. A single electron-hole pair of small wave number $q$ can absorb frequencies up to $qv_F+q^2/2$. The line $\omega=sq$ lies above this range when $q<2(s-v_F)$. The linear law itself was derived for $qd\ll1$ and $q\ll k_F(x-1)=s-v_F$, and every such $q$ meets that inequality. At long wavelength the mode therefore lies above the pair continuum and is undamped within RPA. At larger $q$ the mode leaves the line $sq$, and the inequality says nothing about it.

\section{Numbers}

For $n=0.05$ bohr$^{-2}$ the Fermi velocity is $v_F=\sqrt{0.1\pi}=0.5605$ a.u. With $d=10$ bohr, $g=40$ and
\begin{equation}
s=0.5605\times\frac{41}{\sqrt{81}}=2.553\ \text{a.u.}=5.59\times10^3\ \text{km/s}.
\end{equation}
The cold value is $\sqrt{4\pi\times0.05\times10}=2.507$ a.u., which is $1.8\%$ below the RPA value. The ratio to the speed of light is $s/c=0.019$, consistent with the neglect of retardation for the gated mode. The ungated mode is faster: at $q=0.001$ bohr$^{-1}$ it has $\omega/qc=0.13$, retardation would lower its frequency by $0.4\%$, and the effect grows at smaller $q$.

For $d=1$ bohr, $g=4$ and $s=\tfrac53v_F=0.934$ a.u., while the cold formula gives $0.793$ a.u., $15\%$ too low. For the extreme gate at $0.05$ bohr, (\ref{s}) gives $0.568$ a.u., just above $v_F$, where the cold formula gave $0.177$ a.u.

At finite $q$, equation (\ref{x}) still holds with $g=v(q)/\pi$ as long as $q\ll k_F(x-1)$, so that $\omega=qv_F(1+g)/\sqrt{1+2g}$. The table compares this formula, for $d=10$ bohr, with a numerical root of $1=v\chi_0$ in which (\ref{chidisk}) is integrated over the Fermi disk by quadrature, with $\Delta$ kept in full. The last column is the numerical root for $v=2\pi/q$. Frequencies are in hartree.

\begin{center}
\begin{tabular}{ccccc}
$q$ (bohr$^{-1}$) & $sq$ & formula & numerical & no gate\\
\hline
0.001 & 0.00255 & 0.00254 & 0.00254 & 0.01773\\
0.01 & 0.0255 & 0.0244 & 0.0244 & 0.0563\\
0.05 & 0.1277 & 0.1026 & 0.1026 & 0.1277\\
0.1 & 0.2553 & 0.1719 & 0.1720 & 0.1839\\
0.2 & 0.5107 & 0.2669 & 0.2679 & 0.2700
\end{tabular}
\end{center}

At $q=0.001$ bohr$^{-1}$ the gate lowers the frequency by a factor of seven. The first departure from the straight line follows from (\ref{vsmall}): for a distant gate $\omega\approx sq(1-qd/2)$, a reduction of $5\%$ at $q=0.01$ bohr$^{-1}$, against $4.6\%$ in the computed values. At $q=0.2$ bohr$^{-1}$, where $e^{-2qd}=e^{-4}$, the gate hardly matters and the mode is close to the ungated one.

The line $sq$ and the ungated curve meet near $q=0.05$ bohr$^{-1}$. In the cold approximation they cross where $4\pi ndq^2=2\pi nq$, that is, at $q=1/(2d)$. The gated mode lies below both there, because $1-e^{-2qd}$ is smaller than both $2qd$ and $1$, and $x$ in (\ref{x}) increases with $g$. The formula and the numerical root differ by $0.3\%$ of the latter at $q=0.2$ bohr$^{-1}$, where $q/k_F=0.36$ is no longer very small.

\section{What the result leaves out}

Equation (\ref{s}) is the RPA velocity of an ideal model. Exchange and correlation in the response are missing, and they need not be small here: the mean electron spacing, measured by $r_s=1/\sqrt{\pi n}$, is $2.5$ bohr. A gate closer than this spacing makes the electrons interact mainly with near neighbours, whose correlated positions RPA does not describe. The cases $d=1$ and $d=0.05$ bohr therefore show how the cold formula departs from RPA; they are not predictions for a real device. Even at $d=10$ bohr the small difference between the cold and RPA velocities should not be taken as a prediction. A static estimate shows why. The exchange energy per electron of an ungated layer is $\varepsilon_x=-4k_F/(3\pi)$, and its static contribution to $s^2$ is $n\,\partial^2(n\varepsilon_x)/\partial n^2=-k_F/\pi=-0.18$ a.u. The wave is fast compared with $v_F$, so the static value is only a guide; in time-dependent Hartree-Fock theory the term is close to $-5k_F/(6\pi)=-0.15$ a.u. The Fermi motion adds $0.24$ a.u. Exchange thus cancels more than half of the correction, although both are small beside $4\pi nd=6.28$ a.u. The model also omits the thickness of the layer, scattering by disorder, and the finite response time and losses of a real gate. The parameters used are atomic in scale: $n=1.8\times10^{15}$ cm$^{-2}$, $d=0.53$ nm, and frequencies in the table up to $7.3$ eV, comparable to the plasma frequency of a metal. A Drude gate with a plasma frequency of $9$ eV lowers the mode by about $6\%$ at $q=0.05$ bohr$^{-1}$. The image plane of a real metal also need not lie at its geometric surface, and a shift of $d$ by one bohr changes $s$ by about $5\%$, more than the difference between the cold and RPA velocities.
